# Surface recombination on a silicon wafer textured with pyramids

## Problem

An n-type Si(100) wafer is etched on both faces until upright pyramids cover it completely. All pyramid facets are {111} planes. The faces are then passivated with an oxide. Recombination at the oxide interface removes $U=S\,p$ holes per unit of true interface area and time, where $p$ is the excess hole density just beneath the thin space-charge layer at the interface and $S$ is the local surface recombination velocity referred to that density.

The effective velocity $S_\text{eff}$ describes the same loss per unit of *projected* wafer area. A flat wafer serves for comparison. It has the same $S$, the same bulk lifetime and the same silicon volume per projected area, $W$.

Take these rough values for a solar-cell wafer: $S=10$ cm/s, $W=180$ µm, pyramid base $a=5$ µm, hole diffusion coefficient $D=11.63$ cm²/s (mobility 450 cm²/Vs at 300 K), bulk lifetime $\tau_b=2$ ms, donor density $10^{15}$ cm⁻³. The excess density is $10^{14}$ cm⁻³, a tenth of the donor density. This is treated as low injection: with an electron mobility of about 1350 cm²/Vs the ambipolar diffusion coefficient would be about 6 % larger than $D$, which affects only the diffusion terms below. $S$ is taken as constant.

1. By what factor do the pyramids multiply the surface area? Does their size matter?
2. Find $S_\text{eff}$ and the recombination per wafer area when $p$ is uniform over the pyramids.
3. Under what condition is diffusion into the pyramids not limiting? Is it met here?
4. Find the effective lifetime of the flat and the textured wafer.

## Hints

1. The angle between two planes of a cubic crystal is the angle between their normals. Compare a small piece of facet with its projection.
2. Count the same lost holes twice, once per true area and once per projected area.
3. Try a uniform vertical hole current inside the pyramids. What flux does it deliver to each facet?
4. Write the hole balance for a column of wafer with two faces. The bulk loses holes too.

## Solution

**1. Area.** The wafer normal is $[100]$ and a facet normal is $[111]$, so the angle $\theta$ between facet and wafer plane obeys

$$\cos\theta=\frac{1\cdot1+0\cdot1+0\cdot1}{1\cdot\sqrt3}=\frac1{\sqrt3},\qquad \tan\theta=\frac{\sqrt{1-1/3}}{1/\sqrt3}=\sqrt2 ,$$

which gives $\theta=54.74^\circ$. The other three facets have normals that differ only in the signs of the second and third index, so their angle is the same.

A piece of facet of true area $dA$ has the projection $dA_p=dA\cos\theta$. Since $\theta$ is the same everywhere, the sum over the surface is

$$\frac{A}{A_p}=\frac1{\cos\theta}=\sqrt3\approx1.732 .$$

No length enters, so the size of the pyramids and their overlap do not matter, as long as every part of the surface is a {111} facet.

A single pyramid confirms this. Its height is $h=(a/2)\tan\theta=a/\sqrt2=3.54$ µm. The apex lies a horizontal distance $a/\sqrt2$ from a base corner, so the ridge length is $\sqrt{a^2/2+a^2/2}=a$. The facets are therefore equilateral triangles, and four of them have the area $4\cdot(\sqrt3/4)a^2=\sqrt3\,a^2$ above a base $a^2$. For 60 overlapping pyramids with random positions and peak heights, adding up small triangles gives a factor of 1.7318 after extrapolation from two grids.

**2. Effective velocity.** With uniform $p$, the holes lost per unit time are $S\,p\,A$ by the local law and $S_\text{eff}\,p\,A_p$ by the definition of $S_\text{eff}$. Equating the two and dividing by $p\,A_p$ gives

$$S_\text{eff}=S\,\frac{A}{A_p}=\sqrt3\,S=1.732\times10\ \text{cm/s}=17.3\ \text{cm/s}=0.173\ \text{m/s}.$$

Each square centimetre of facet removes $10\times10^{14}=10^{15}$ holes per second. Each square centimetre of projected area on one face removes $1.73\times10^{15}$, and the two faces together remove twice as many. The interface itself is no worse than before; there is more of it.

**3. Diffusion into the pyramids.** Let $z$ point from the base plane ($z=0$) towards the apexes, and let $J$ be the hole current per projected area that flows up from the wafer. Bulk recombination inside the pyramids is left out here and counted with the rest of the bulk in part 4. It would add only about $h/(3\tau_b)\approx0.06$ cm/s to the 17.3 cm/s of the surface. Generation inside the pyramids is left out as well. If all the generation that sustains $10^{14}$ cm⁻³ took place in the front pyramids, it would shift $p$ there by a relative amount of only about $4\times10^{-4}$. The steady density then obeys Laplace's equation, and one solution is

$$p(z)=p_0-\frac{J}{D}z ,\qquad -D\frac{dp}{dz}=J .$$

This uniform vertical current has the normal component $J\cos\theta=J/\sqrt3$ on every facet. The interface demands the flux $S\,p$, which is also uniform as long as $p$ hardly varies over the facet. To leading order the trial solution therefore fits the boundary condition.

The first correction follows from the total loss. The mean of $p$ over the facets requires the mean facet height $\langle z\rangle$. Because the slope is constant, averaging over true area equals averaging over projected area, so $\langle z\rangle$ is the pyramid volume divided by its base area, $h/3$. Hence

$$J=\sqrt3\,S\left(p_0-\frac{Jh}{3D}\right).$$

Dividing by $\sqrt3\,S\,J$ and defining $S_\text{eff}=J/p_0$ at the base plane gives

$$\frac1{S_\text{eff}}=\frac{1}{\sqrt3\,S}+\frac{h}{3D}
\quad\Longrightarrow\quad
S_\text{eff}=\frac{\sqrt3\,S}{1+Sh/(\sqrt3D)} .$$

The flux $S\,p$ is non-uniform by a relative amount of order $Sh/D$. This disturbs the density by a relative amount of order $(Sh/D)^2$, so the correction kept here is right to first order. Diffusion is not limiting when

$$\frac{Sh}{\sqrt3D}\ll1 .$$

Here the left side is $10\times3.54\times10^{-4}/(1.732\times11.63)\approx1.75\times10^{-4}$, and the condition is amply met. A three-dimensional finite-element solution for one pyramid gives $S_\text{eff}/S=1.7317$ against $\sqrt3=1.7321$. Its extra diffusion path is 1.1784 µm, compared with $h/3=1.1785$ µm.

The term $h/(3D)$ is the diffusion resistance between the base plane and the mean height of the surface. The flat wafer of equal volume has its surface at that mean height. Referred to that level, the factor $\sqrt3$ has no first-order correction.

**4. Lifetime.** A column of wafer of unit projected area holds $W\,p$ excess holes if $p$ is uniform. It loses them in the bulk and at two faces:

$$\frac{d(Wp)}{dt}=-\frac{Wp}{\tau_b}-2S_\text{eff}\,p
\quad\Longrightarrow\quad
\frac1{\tau_\text{eff}}=\frac1{\tau_b}+\frac{2S_\text{eff}}{W}.$$

With $W=0.018$ cm and $1/\tau_b=500$ s⁻¹:

- Flat: $20/0.018=1111$ s⁻¹, in total 1611 s⁻¹, so $\tau_\text{eff}=0.621$ ms.
- Textured: $34.64/0.018=1925$ s⁻¹, in total 2425 s⁻¹, so $\tau_\text{eff}=0.412$ ms.

The lifetime falls by a factor of 1.505 and not by 1.732, because the bulk rate is unchanged. In this formula for uniform $p$, the ratio approaches $\sqrt3$ for $\tau_b\to\infty$ and 1 for a wafer dominated by bulk recombination.

Holes must also diffuse across the wafer. Measure $y$ from its mid-plane. The slowest symmetric mode is $p\propto\cos(ky)$, with surface decay rate $Dk^2$ in addition to $1/\tau_b$. At $y=W/2$ the arriving flux $Dk\sin(kW/2)$ must equal $S_\text{eff}\cos(kW/2)$. With $x=kW/2$ this reads

$$x\tan x=b,\qquad b=\frac{S_\text{eff}W}{2D}.$$

For small $x$, $x\tan x\approx x^2+x^4/3$, so $x^2\approx b-b^2/3$. The surface rate becomes

$$Dk^2=\frac{4D}{W^2}x^2\approx\frac{4D}{W^2}\,b\left(1-\frac b3\right)=\frac{2S_\text{eff}}{W}\left(1-\frac{S_\text{eff}W}{6D}\right).$$

The correction is 0.45 % of the surface rate and lowers it from 1924.5 to 1915.9 s⁻¹. A finite-element calculation of the whole textured wafer also gives 1915.9 s⁻¹. The lifetime rises slightly, from 0.4125 to 0.4139 ms. This holds for a free decay and for uniform generation. If the carriers are generated only at the front face, the steady density there is about 3 % higher than at the back, and the steady-state lifetime is about 0.412 ms.

**The real case.** Pyramids a few micrometres wide on wafers somewhat under 200 µm thick are typical of etched monocrystalline solar cells, and 10 cm/s stands for a well-passivated surface. The assumption most at risk is the unchanged $S$, since oxidized (111) silicon generally has more interface defects than oxidized (100); Variation 2 sizes this. A facet angle of 52° instead of 54.74° would lower $S_\text{eff}$ to 16.2 cm/s. The Debye length from the donor density is 0.13 µm, and about 17 % of the facet area lies within that distance of a facet edge. Counting the excess electrons and holes as well gives 0.12 µm and 16 %. Band bending there is not that of a plane. This estimate suits weak band bending or accumulation at the surface. If the surface is strongly inverted, the space-charge layer is about 0.3 µm wide at the excess density used here, and more than a third of the facet area lies within that distance of an edge. In the dark the layer would be about 0.9 µm wide. The effect on $S$ is not calculated here. The hole mean free path, estimated as $3D/v$ with the mean thermal speed $v$, is about 32 nm for the free-electron mass and 20 to 23 nm for hole masses of 0.37 to 0.5 times that mass. This is at most about a hundredth of the pyramid height, so a diffusion description is reasonable.

## Variation 1: a poorly passivated surface

*What happens to $S_\text{eff}/S$ at the base plane if $S$ is $10^4$ or $10^5$ cm/s?*

The formula of part 3 gives 1.47 and 0.63. The finite-element solution gives 1.49 and 0.79. The formula is now only an estimate, and it lies on the low side for a reason that can be derived.

Consider a plane far enough below the pyramids for $p$ to have a uniform value $p_b$ there. Let the pyramids be equal and form a regular array, and take the silicon of one pyramid down to this plane. By symmetry no current crosses the vertical sides of this volume. For currents $\mathbf j$ without sources, without flow through these sides and with a given total $JA_p$, define

$$R[\mathbf j]=\int\frac{j^2}{D}\,dV+\int_\text{facets}\frac{j_n^2}{S}\,dA .$$

For the true current, $\mathbf j=-D\nabla p$ and $j_n=Sp$. Integration by parts then gives $R=p_bJA_p$, so $R/(J^2A_p)=p_b/J$ is the resistance seen from the plane. If the plane lies a depth $d$ below the base plane, subtracting $d/D$ leaves $1/S_\text{eff}$ at the base plane. Add a change $\delta\mathbf j$ that has no sources and carries no net current. The term linear in $\delta\mathbf j$ is

$$2\left(-\int\nabla p\cdot\delta\mathbf j\,dV+\int_\text{facets}p\,\delta j_n\,dA\right)=-2p_b\int_\text{plane}\delta j_n\,dA=0 ,$$

where $n$ is the outward normal. The quadratic term is positive, so the true current makes $R$ smallest. The uniform vertical current gives exactly the resistance $1/(\sqrt3S)+h/(3D)$ above the base plane. The true resistance cannot exceed this, and the formula is a lower bound on $S_\text{eff}$. Physically, the current shifts towards facet regions that are easier to reach.

The value 0.79 does not mean that texture reduces recombination. The flat surface of equal volume lies $h/3$ above the base plane. Seen from that plane, its velocity at $S=10^5$ cm/s is

$$\left(\frac1{10^5}+\frac{1.18\times10^{-4}}{11.63}\right)^{-1}\text{cm/s}\approx5.0\times10^4\ \text{cm/s},$$

while the textured surface has $7.9\times10^4$ cm/s. For the same density at the base plane, the texture still increases the loss, by a factor of about 1.6. The loss of the whole wafer rises far less, because at this $S$ it is limited by diffusion across the wafer: $W/(2D)\approx7.7\times10^{-4}$ s/cm is much larger than $1/S=10^{-5}$ s/cm.

## Variation 2: gaps and a different facet quality

*A fraction $f$ of the projected area carries pyramids, and the rest is flat (100). The local velocities are $S_{111}$ and $S_{100}$. Find $S_\text{eff}$ for uniform $p$.*

Per unit projected area there is a flat area $1-f$ and a facet area $\sqrt3f$. Adding the losses and dividing by $p$ gives

$$S_\text{eff}=(1-f)\,S_{100}+\sqrt3\,f\,S_{111}.$$

For equal velocities this is $S\,[1+f(\sqrt3-1)]$. With $f=0.90$ and $S=10$ cm/s it gives 16.6 cm/s, a modest change from 17.3 cm/s.

For full coverage and $S_{111}=3S_{100}=30$ cm/s, an assumed rough ratio, $S_\text{eff}=\sqrt3\times30=52$ cm/s. The surface rate is then $2\times52/0.018\approx5.8\times10^3$ s⁻¹, and the lifetime drops to about 0.16 ms. In this example the change of interface quality costs more than the added area. A measured $S_\text{eff}$ ratio between textured and flat wafers well above $\sqrt3$ would, under the conditions of part 2, point to a larger mean local velocity on the facets.

## Computed results

```
Input: local velocity S = 10.0 cm/s
Input: pyramid base = 5.0 um, wafer thickness W = 180 um
Input: hole mobility = 450 cm2/(V s), T = 300 K
Input: bulk lifetime = 2.0 ms
Input: donors = 1.0e+15 cm-3, excess density = 1.0e+14 cm-3
Input: relative permittivity of Si = 11.7
Facet angle = 54.74 degrees, slope = 1.4142
Pyramid height = 3.536 um, ridge length = 5.000 um
Area factor sqrt(3) = 1.7321
Random landscape, area factor: fine grid 1.7276, extrapolated 1.7318
Coverage 0.900: summed area 1.6590, formula 1.6588
RESULT effective velocity S_eff = 17.32 cm/s = 0.1732 m/s
Recombination per facet area = 1.000e+15 cm-2 s-1
Recombination per wafer area = 1.732e+15 cm-2 s-1
Diffusion coefficient D = 11.63 cm2/s
Diffusion criterion S h/(sqrt(3) D) = 1.75e-04
S = 1e+01 cm/s: S_eff/S 3D = 1.7317, estimate = 1.7317, mesh shift = 0.000 %
S = 1e+04 cm/s: S_eff/S 3D = 1.4900, estimate = 1.4735, mesh shift = 0.003 %
S = 1e+05 cm/s: S_eff/S 3D = 0.7901, estimate = 0.6288, mesh shift = 0.342 %
Extra diffusion path: 3D 1.1784 um, h/3 = 1.1785 um
Surface rate, flat wafer: 2S/W = 1111.1 1/s, 3D = 1108.3 1/s
Surface rate, textured: 2S_eff/W = 1924.5 1/s, 3D = 1915.9 1/s
Wafer diffusion correction S_eff W/(6D) = 0.45 %
Lifetime flat = 0.6207 ms, textured = 0.4125 ms
Lifetime ratio flat/textured = 1.505
Textured lifetime with 3D surface rate = 0.4139 ms
Neglected: coverage 0.90 gives S_eff = 16.59 cm/s
Neglected: facet angle 52 degrees gives S_eff = 16.24 cm/s
Neglected: (111) velocity 3 times larger gives S_eff = 52.0 cm/s
Neglected: Debye length = 0.129 um, facet share near edges = 17.1 %
Carrier mean free path (free-electron mass) = 32 nm
```
